# Fourth-Power Decay of a Small Corrugation by Surface Diffusion: verification in Python

```python
"""Decay of a sinusoidal corrugation by surface diffusion.

Result under test: a height profile a*cos(k*x) of small slope decays at the rate
    B*k**4,   B = D_s * gamma * nu * Omega**2 / (k_B*T)
D_s   mass-transfer surface diffusivity     gamma  isotropic surface energy
nu    surface sites per area                Omega  atomic volume
k     wavenumber of the corrugation         T      temperature
The program also tests and sizes the main effects left out of this law.
The example is a nickel film with rough typical parameters.
"""
import numpy as np
import sympy as sp
from scipy.constants import Boltzmann, elementary_charge, pi
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import gamma as gamma_function

# ---------- inputs (SI unless the name says otherwise) ----------
temperature = 700.0
lattice_parameter = 0.35e-9
surface_energy = 2.0
diffusion_prefactor = 1.0e-6
activation_energy_ev = 1.0
wavelength_nm = 400.0
amplitude_nm = 5.0
anisotropy = 0.01            # gamma*(1 + anisotropy*cos(4*theta))
film_stress = 0.5e9
young_modulus = 200e9
poisson_ratio = 0.3
boundary_energy = 0.8
energy_error_ev = 0.1

# ---------- derived quantities ----------
thermal_energy = Boltzmann * temperature
atomic_volume = lattice_parameter**3 / 4          # four atoms per fcc cell
site_density = atomic_volume ** (-2 / 3)
diffusivity = diffusion_prefactor * np.exp(
    -activation_energy_ev * elementary_charge / thermal_energy)
B = diffusivity * surface_energy * site_density * atomic_volume**2 / thermal_energy
B_nm = B * 1e36                                   # nm^4/s
k_nm = 2 * pi / wavelength_nm
k_si = k_nm * 1e9
decay_rate = B_nm * k_nm**4
lifetime = 1 / decay_rate


# ---------- discrete surface built from energy, flux and atom balance ----------
def profile_rate(height_nm, step_nm):
    """Height velocity in nm/s of a periodic profile, without small-slope steps."""
    height, step = height_nm * 1e-9, step_nm * 1e-9
    slope = (np.roll(height, -1) - height) / step
    stretch = np.sqrt(1 + slope**2)
    energy_slope = surface_energy * slope / stretch
    potential = -atomic_volume * (energy_slope - np.roll(energy_slope, 1)) / step
    force = -(np.roll(potential, -1) - potential) / (step * stretch)
    flux = diffusivity * site_density / thermal_energy * force
    return -atomic_volume * (flux - np.roll(flux, 1)) / step * 1e9


def evolve(height_nm, step_nm, duration):
    probe = 1e-3
    jacobian = np.array([profile_rate(probe * row, step_nm)
                         for row in np.eye(len(height_nm))]).T / probe
    run = solve_ivp(lambda t, y: profile_rate(y, step_nm), (0, duration), height_nm,
                    method="Radau", jac=jacobian, rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[:, -1]


# Four superposed waves in one box: each must decay at its own rate B*k^4.
points = 192
box_nm = 3 * wavelength_nm
phase = 2 * pi * np.arange(points) / points
modes = np.arange(1, 5)
start = sum(0.02 * np.cos(n * phase) for n in modes)
end = evolve(start, box_nm / points, lifetime)
measured_rates = np.array([
    -np.log(np.mean(end * np.cos(n * phase)) / np.mean(start * np.cos(n * phase)))
    / lifetime for n in modes])
predicted_rates = B_nm * (2 * pi * modes / box_nm) ** 4
# Grid error of the shortest wave is about 0.3 percent.
assert np.allclose(measured_rates, predicted_rates, rtol=5e-3)
measured_exponent = np.polyfit(np.log(modes), np.log(measured_rates), 1)[0]
assert abs(measured_exponent - 4) < 0.01

# First finite-slope correction: rate = B*k^4*(1 - 3/4*(k*a)^2).
fine_phase = 2 * pi * np.arange(1024) / 1024
test_slope = 0.1
test_amplitude = test_slope / k_nm
velocity = profile_rate(test_amplitude * np.cos(fine_phase), wavelength_nm / 1024)
relative_rate = -2 * np.mean(velocity * np.cos(fine_phase)) / test_amplitude / decay_rate
assert abs((1 - relative_rate) / (0.75 * test_slope**2) - 1) < 0.03

# Full amplitude of the example, followed for one lifetime.
final = evolve(amplitude_nm * np.cos(phase), wavelength_nm / points, lifetime)
simulated_amplitude = 2 * np.mean(final * np.cos(phase))
peak_slope = k_nm * amplitude_nm
slope_correction = 0.75 * peak_slope**2
corrected_amplitude = amplitude_nm * np.exp(-1) / np.sqrt(
    1 - slope_correction * (1 - np.exp(-2)))
assert abs(simulated_amplitude / corrected_amplitude - 1) < 5e-4


# ---------- energy variation gives stiffness times curvature ----------
def total_energy(height, step, strength):
    slope = np.diff(height) / step
    density = 1 + strength * np.cos(4 * np.arctan(slope))
    return np.sum(density * np.sqrt(1 + slope**2)) * step


x_grid = np.linspace(0, 2 * pi, 2001)
x_step = x_grid[1] - x_grid[0]
wave = 0.6 * np.sin(x_grid)
for strength in (0.0, 0.03):
    for index in (300, 900):
        bump = np.zeros_like(wave)
        bump[index] = 1e-5
        variation = (total_energy(wave + bump, x_step, strength)
                     - total_energy(wave - bump, x_step, strength)) / (2e-5 * x_step)
        slope_here = 0.6 * np.cos(x_grid[index])
        curvature = 0.6 * np.sin(x_grid[index]) / (1 + slope_here**2) ** 1.5
        stiffness = 1 - 15 * strength * np.cos(4 * np.arctan(slope_here))
        assert abs(variation / (stiffness * curvature) - 1) < 1e-3

# ---------- adatoms exchanging with the surface at a finite rate ----------
# Units: adatom diffusivity = k = 1; coupling = Omega * (equilibrium density per height).
coupling = 1e-6
for exchange in (1e3, 1.0, 1e-2):
    matrix = np.array([[-(1 + exchange), exchange * coupling],
                       [exchange, -exchange * coupling]])
    slow_rate = np.min(np.abs(np.linalg.eigvals(matrix)))
    assert abs(slow_rate / (coupling / (1 + 1 / exchange)) - 1) < 1e-3

# ---------- film stress: first-order elastic field below a wavy free surface ----------
x, y = sp.symbols("x y", real=True)
q, a, s0, modulus, pr = sp.symbols("q a s0 modulus pr", positive=True)
c0, c1, extra = sp.symbols("c0 c1 extra")
airy = (c0 + c1 * y) * sp.exp(q * y) * sp.cos(q * x)
ripple = a * sp.cos(q * x)
biharmonic = sp.diff(airy, x, 4) + 2 * sp.diff(airy, x, 2, y, 2) + sp.diff(airy, y, 4)
assert sp.simplify(biharmonic) == 0
normal_traction = sp.diff(airy, x, 2).subs(y, 0)
shear_traction = (-sp.diff(airy, x, y) - s0 * sp.diff(ripple, x)).subs(y, 0)
constants = sp.solve([sp.simplify(normal_traction / sp.cos(q * x)),
                      sp.simplify(shear_traction / sp.sin(q * x))], [c0, c1], dict=True)[0]
stress_change = sp.diff(airy, y, 2).subs(y, 0).subs(constants)
strain_out = (1 - pr) * s0 / modulus               # held fixed along the grooves
stress_in = s0 + extra
stress_out = modulus * strain_out + pr * stress_in
strain_in = (stress_in - pr * stress_out) / modulus
energy_density = (stress_in * strain_in + stress_out * strain_out) / 2
density_change = sp.diff(energy_density, extra).subs(extra, 0) * stress_change
assert sp.simplify(density_change + 2 * (1 - pr**2) * s0**2 / modulus * q * ripple) == 0
stress_wavenumber = (2 * (1 - poisson_ratio**2) * film_stress**2
                     / (young_modulus * surface_energy))
stress_reduction = stress_wavenumber / k_si

# ---------- grain-boundary groove: half-line with fixed slope and no flux at x = 0 ----------
cells, length = 240, 12.0
cell = length / cells
laplacian = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
             + np.diag(np.ones(cells - 1), -1))
laplacian[0, 0] = laplacian[-1, -1] = -1
laplacian /= cell**2
slope_source = np.zeros(cells)
slope_source[0] = -1 / cell                        # unit slope at the boundary
augmented = np.zeros((cells + 1, cells + 1))
augmented[:cells, :cells] = -laplacian @ laplacian
augmented[:cells, cells] = -laplacian @ slope_source
groove_profile = expm(augmented)[:cells, cells]
groove_root = groove_profile[0] - cell / 2
groove_coefficient = 2 / pi * gamma_function(0.75)
assert abs(-groove_root / groove_coefficient - 1) < 5e-3
groove_slope = boundary_energy / (2 * surface_energy)
groove_depth_nm = groove_coefficient * groove_slope * (B_nm * lifetime) ** 0.25

# ---------- thermal amplitude of one wave on a patch of one wavelength squared ----------
patch_area = (wavelength_nm * 1e-9) ** 2
thermal_amplitude = np.sqrt(2 * thermal_energy / (surface_energy * k_si**2 * patch_area))
trial = np.linspace(-8, 8, 801) * thermal_amplitude
trial_slopes = k_si * trial[:, None] * np.sin(phase)[None, :]
excess = surface_energy * patch_area * np.mean(np.sqrt(1 + trial_slopes**2) - 1, axis=1)
weights = np.exp(-excess / thermal_energy)
boltzmann_rms = np.sqrt(np.sum(weights * trial**2) / np.sum(weights))
assert abs(boltzmann_rms / thermal_amplitude - 1) < 1e-3

# ---------- remaining numbers ----------
potential_ratio = (surface_energy * atomic_volume * k_si**2 * amplitude_nm * 1e-9
                   / thermal_energy)
assert potential_ratio < 0.01 and peak_slope < 0.1
lifetime_factor = np.exp(energy_error_ev * elementary_charge / thermal_energy)

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy k_B*T: {thermal_energy:.4e} J")
print(f"Lattice parameter: {lattice_parameter * 1e9:.2f} nm")
print(f"Surface energy: {surface_energy:.1f} J/m^2")
print(f"Diffusivity prefactor: {diffusion_prefactor:.1e} m^2/s")
print(f"Activation energy: {activation_energy_ev:.2f} eV")
print(f"Corrugation period: {wavelength_nm:.0f} nm")
print(f"Initial amplitude: {amplitude_nm:.1f} nm")
print(f"Atomic volume: {atomic_volume * 1e27:.5f} nm^3")
print(f"Surface site density: {site_density * 1e-18:.2f} nm^-2")
print(f"Surface diffusivity: {diffusivity:.3e} m^2/s")
print(f"Coefficient B: {B:.3e} m^4/s")
print(f"Coefficient B: {B_nm:.3e} nm^4/s")
print(f"Wavenumber: {k_nm:.5f} nm^-1")
print(f"Decay rate: {decay_rate:.3e} s^-1")
print(f"Lifetime: {lifetime:.0f} s")
print(f"Lifetime: {lifetime / 60:.2f} min")
for factor in (0.5, 2.0):
    other = factor * wavelength_nm
    other_lifetime = 1 / (B_nm * (2 * pi / other) ** 4)
    print(f"Lifetime at period {other:.0f} nm: {other_lifetime:.1f} s")
print(f"Amplitude after 600 s: {amplitude_nm * np.exp(-decay_rate * 600):.2f} nm")
for n, measured, predicted in zip(modes, measured_rates, predicted_rates):
    print(f"Period {box_nm / n:.0f} nm: simulated rate {measured:.4e} s^-1, "
          f"B*k^4 {predicted:.4e} s^-1")
print(f"Simulated exponent of k: {measured_exponent:.4f}")
print(f"Amplitude after one lifetime, linear law: {amplitude_nm * np.exp(-1):.4f} nm")
print(f"Amplitude after one lifetime, with slope term: {corrected_amplitude:.4f} nm")
print(f"Amplitude after one lifetime, simulated: {simulated_amplitude:.4f} nm")
print(f"Peak chemical potential over k_B*T: {potential_ratio:.2e}")
print(f"Peak slope k*a: {peak_slope:.4f}")
print(f"Initial rate reduction by finite slope: {100 * slope_correction:.2f} %")
print(f"Anisotropy coefficient: {anisotropy:.2f}")
print(f"Rate reduction by anisotropy: {100 * 15 * anisotropy:.0f} %")
print(f"Film stress: {film_stress * 1e-9:.1f} GPa")
print(f"Young modulus: {young_modulus * 1e-9:.0f} GPa")
print(f"Poisson ratio: {poisson_ratio:.1f}")
print(f"Stress wavenumber k_c: {stress_wavenumber * 1e-9:.5f} nm^-1")
print(f"Rate reduction by stress: {100 * stress_reduction:.1f} %")
print(f"Grain-boundary energy: {boundary_energy:.1f} J/m^2")
print(f"Groove slope m: {groove_slope:.2f}")
print(f"Groove coefficient, formula: {groove_coefficient:.4f}")
print(f"Groove coefficient, simulated: {-groove_root:.4f}")
print(f"Groove depth after one lifetime: {groove_depth_nm:.1f} nm")
print(f"Thermal rms amplitude on one square period: {thermal_amplitude * 1e9:.4f} nm")
print(f"Activation-energy error considered: {energy_error_ev:.1f} eV")
print(f"Lifetime factor for that error: {lifetime_factor:.2f}")
print("OK")
```

Printed output:

```
Temperature: 700 K
Thermal energy k_B*T: 9.6645e-21 J
Lattice parameter: 0.35 nm
Surface energy: 2.0 J/m^2
Diffusivity prefactor: 1.0e-06 m^2/s
Activation energy: 1.00 eV
Corrugation period: 400 nm
Initial amplitude: 5.0 nm
Atomic volume: 0.01072 nm^3
Surface site density: 20.57 nm^-2
Surface diffusivity: 6.314e-14 m^2/s
Coefficient B: 3.088e-32 m^4/s
Coefficient B: 3.088e+04 nm^4/s
Wavenumber: 0.01571 nm^-1
Decay rate: 1.880e-03 s^-1
Lifetime: 532 s
Lifetime: 8.86 min
Lifetime at period 200 nm: 33.2 s
Lifetime at period 800 nm: 8510.4 s
Amplitude after 600 s: 1.62 nm
Period 1200 nm: simulated rate 2.3206e-05 s^-1, B*k^4 2.3211e-05 s^-1
Period 600 nm: simulated rate 3.7110e-04 s^-1, B*k^4 3.7137e-04 s^-1
Period 400 nm: simulated rate 1.8770e-03 s^-1, B*k^4 1.8801e-03 s^-1
Period 300 nm: simulated rate 5.9250e-03 s^-1, B*k^4 5.9419e-03 s^-1
Simulated exponent of k: 3.9982
Amplitude after one lifetime, linear law: 1.8394 nm
Amplitude after one lifetime, with slope term: 1.8431 nm
Amplitude after one lifetime, simulated: 1.8434 nm
Peak chemical potential over k_B*T: 2.74e-03
Peak slope k*a: 0.0785
Initial rate reduction by finite slope: 0.46 %
Anisotropy coefficient: 0.01
Rate reduction by anisotropy: 15 %
Film stress: 0.5 GPa
Young modulus: 200 GPa
Poisson ratio: 0.3
Stress wavenumber k_c: 0.00114 nm^-1
Rate reduction by stress: 7.2 %
Grain-boundary energy: 0.8 J/m^2
Groove slope m: 0.20
Groove coefficient, formula: 0.7801
Groove coefficient, simulated: 0.7803
Groove depth after one lifetime: 9.9 nm
Thermal rms amplitude on one square period: 0.0156 nm
Activation-energy error considered: 0.1 eV
Lifetime factor for that error: 5.25
OK
```
